# Transmission between two chains joined by a single hopping: test program

```python
"""
Result under test: two semi-infinite chains joined by one hopping t transmit
    T = 4 pi^2 t^2 rho_L rho_R / |1 - t^2 g_L g_R|^2,
which tends to 4 pi^2 t^2 rho_L rho_R when t^2 |g_L g_R| << 1.
g   : retarded Green function of an isolated chain at its end site (1/eV)
rho : -Im(g)/pi, density of states at the end site per spin (1/eV)
eps : site level (eV);  V : hopping strength inside a chain, element -V (eV)
k   : phase per site, E = eps - 2 V cos(k), 0 < k < pi
u   : extra level shift of the end site (eV)
P, AP : parallel and antiparallel magnetizations; TMR = G_P/G_AP - 1
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal


def surface_green(E, eps, V, u=0.0):
    x = np.asarray(E - eps, dtype=complex)
    g = (x - np.sqrt(x - 2 * V) * np.sqrt(x + 2 * V)) / (2 * V**2)
    return 1 / (1 / g - u)


def density(g):
    return -np.imag(g) / np.pi


def link_transmission(gL, gR, t):
    product = 4 * np.pi**2 * t**2 * density(gL) * density(gR)
    return product / np.abs(1 - t**2 * gL * gR)**2


def transmission(E, epsL, epsR, VL, VR, t, uL=0.0, uR=0.0):
    return link_transmission(surface_green(E, epsL, VL, uL),
                             surface_green(E, epsR, VR, uR), t)


def recursion_scattering(E, onsite, hop):
    """Outgoing wave on the right, continued leftwards site by site.
    Returns T, R and the amplitudes for unit incident amplitude."""
    VL, VR = -hop[0], -hop[-1]
    k = np.arccos(-(E - onsite[0]) / (2 * VL))
    q = np.arccos(-(E - onsite[-1]) / (2 * VR))
    M = len(onsite)
    psi = np.zeros(M, dtype=complex)
    psi[M - 2], psi[M - 1] = 1.0, np.exp(1j * q)
    for n in range(M - 2, 0, -1):
        psi[n - 1] = ((E - onsite[n]) * psi[n] - hop[n] * psi[n + 1]) / hop[n - 1]
    A = (psi[1] - psi[0] * np.exp(-1j * k)) / (2j * np.sin(k))
    B = psi[0] - A
    T = VR * np.sin(q) / (VL * np.sin(k) * abs(A)**2)
    return T, abs(B / A)**2, psi / A


# --- End-site Green function against eigenstates of a long finite chain
N, V0, eps0 = 800, 1.2, 0.3
levels, states = eigh_tridiagonal(np.full(N, eps0), np.full(N - 1, -V0))
weight = states[0]**2
for E in (-1.5, 0.1, 1.7):
    z = E + 0.05j
    assert abs(np.sum(weight / (z - levels)) - surface_green(z, eps0, V0)) < 1e-8
grid = np.linspace(eps0 - 2 * V0, eps0 + 2 * V0, 40001)
for centre in (-0.6, 0.6):
    counted = np.sum(weight * np.exp(-((levels - centre) / 0.2)**2))
    integral = trapezoid(density(surface_green(grid, eps0, V0))
                         * np.exp(-((grid - centre) / 0.2)**2), grid)
    assert abs(counted - integral) < 1e-6

# --- Transmission, reflection and end amplitude against direct recursion
rng = np.random.default_rng(4)
worst = 0.0
for trial in range(300):
    eL, eR = rng.uniform(-0.5, 0.5, 2)
    VL, VR = rng.uniform(0.8, 1.5, 2)
    uL, uR = rng.uniform(-1, 1, 2)
    t, E = rng.uniform(0.05, 2.0), rng.uniform(-0.8, 0.8)
    T, R, psi = recursion_scattering(E, [eL, eL + uL, eR + uR, eR], [-VL, -t, -VR])
    gL, gR = surface_green(E, eL, VL, uL), surface_green(E, eR, VR, uR)
    D = 1 - t**2 * gL * gR
    worst = max(worst, abs(T - link_transmission(gL, gR, t)))
    assert abs(R - abs(1 - t**2 * gL * np.conj(gR))**2 / abs(D)**2) < 1e-9
    assert abs(T + R - 1) < 1e-9
    kL = np.arccos(-(E - eL) / (2 * VL))
    isolated = 4 * np.pi * VL * np.sin(kL) * density(gL)
    assert abs(abs(psi[1])**2 - isolated / abs(D)**2) < 1e-8
    y = t**2 * abs(gL * gR)
    ratio = T / (4 * np.pi**2 * t**2 * density(gL) * density(gR))
    assert ratio > (1 + y)**-2 * (1 - 1e-9)
    if y < 0.99:
        assert ratio < (1 - y)**-2 * (1 + 1e-9)
assert worst < 1e-9

# --- Uniform chains: closed form, first correction, perfect transmission
eL, eR, VL, VR, E = -0.4, 0.3, 1.0, 1.3, 0.25
kL = np.arccos(-(E - eL) / (2 * VL))
kR = np.arccos(-(E - eR) / (2 * VR))
for t in (0.02, 0.4, 1.1):
    x = t**2 / (VL * VR)
    T = recursion_scattering(E, [eL, eL, eR, eR], [-VL, -t, -VR])[0]
    closed = 4 * x * np.sin(kL) * np.sin(kR) / (1 - 2 * x * np.cos(kL + kR) + x**2)
    assert abs(T - closed) < 1e-10
    if t == 0.02:
        T0 = 4 * np.pi**2 * t**2 * density(surface_green(E, eL, VL)) \
            * density(surface_green(E, eR, VR))
        assert abs((T / T0 - 1) / x - 2 * np.cos(kL + kR)) < 5e-3
T = recursion_scattering(0.0, [0, 0, 0, 0], [-1.0, -np.sqrt(1.4), -1.4])[0]
assert abs(T - 1) < 1e-10

# --- Current law against time evolution of two filled finite chains (hbar = 1)
N, eL, eR, VL, VR, t = 320, 0.0, 0.3, 1.0, 1.2, 0.5
muL, muR, kT = 0.4, -0.2, 0.05


def fermi(E, mu):
    return 0.5 * (1 - np.tanh((E - mu) / (2 * kT)))


def chain(eps, V):
    return np.diag(np.full(N, eps)) - V * (np.eye(N, k=1) + np.eye(N, k=-1))


H = np.zeros((2 * N, 2 * N))
filled = np.zeros_like(H)
for block, eps, V, mu in ((slice(0, N), eL, VL, muL), (slice(N, 2 * N), eR, VR, muR)):
    H[block, block] = chain(eps, V)
    e, U = np.linalg.eigh(H[block, block])
    filled[block, block] = (U * fermi(e, mu)) @ U.T
H[N - 1, N] = H[N, N - 1] = -t
e, U = np.linalg.eigh(H)
M = U.T @ filled @ U
currents = []
for time in np.linspace(80, 180, 41):
    left = U[N - 1] * np.exp(-1j * e * time)
    right = U[N] * np.exp(1j * e * time)
    currents.append(2 * (-t) * np.imag(left @ M @ right))
current_evolved = np.mean(currents)
grid = np.linspace(-2.5, 3.0, 40001)
current_formula = trapezoid(transmission(grid, eL, eR, VL, VR, t)
                            * (fermi(grid, muL) - fermi(grid, muR)), grid) / (2 * np.pi)
assert abs(current_evolved / current_formula - 1) < 2e-3

# --- Resonant end sites: small t, yet the product law fails
v_end, t_res = 0.1, 0.1
g_res = 1 / (0.0 - v_end**2 * surface_green(0.0, 0.0, 1.0))
T_res = recursion_scattering(0.0, [0.0] * 6, [-1, -v_end, -t_res, -v_end, -1])[0]
T0_res = 4 * np.pi**2 * t_res**2 * density(g_res)**2
assert abs(T_res - link_transmission(g_res, g_res, t_res)) < 1e-10
assert T0_res > 1 > T_res

# --- Worked example: single-atom magnetic tunnel contact, Fermi energy at 0
V, eps_maj, eps_min, t_ex = 1.0, -1.8, 0.2, 0.05
quantum = const.e**2 / const.h * 1e6          # microsiemens per spin channel


def spin_sums(t, E=0.0, shift=0.0, u=0.0):
    """Spin-summed T for P and AP; shift raises L levels and lowers R levels."""
    def T(a, b):
        return transmission(E, a + shift, b - shift, V, V, t, u, u)
    return (T(eps_maj, eps_maj) + T(eps_min, eps_min),
            T(eps_maj, eps_min) + T(eps_min, eps_maj))


def tmr(pair):
    return 100 * (pair[0] / pair[1] - 1)


rho_maj = density(surface_green(0.0, eps_maj, V))
rho_min = density(surface_green(0.0, eps_min, V))
pol = (rho_maj - rho_min) / (rho_maj + rho_min)
julliere = 100 * 2 * pol**2 / (1 - pol**2)


def recursion_pair(t):
    def T(a, b):
        return recursion_scattering(0.0, [a, a, b, b], [-V, -t, -V])[0]
    return (T(eps_maj, eps_maj) + T(eps_min, eps_min),
            T(eps_maj, eps_min) + T(eps_min, eps_maj))


assert abs(tmr(recursion_pair(0.001)) - julliere) < 1e-3
base = spin_sums(t_ex)
assert np.allclose(base, recursion_pair(t_ex), rtol=1e-9)


# --- Sizes of neglected effects for the same contact
def thermal_pair(kelvin):
    s = np.linspace(-35, 35, 14001)
    E = s * const.k * kelvin / const.e
    w = 0.25 / np.cosh(s / 2)**2
    return [trapezoid(w * T, s) for T in spin_sums(t_ex, E)]


def bias_pair(volt):
    E = np.linspace(-volt / 2, volt / 2, 2001)
    return [trapezoid(T, E) / volt for T in spin_sums(t_ex, E, shift=volt / 2)]


work_function, spacing_nm = 4.5, 0.25
kappa = np.sqrt(2 * const.m_e * work_function * const.e) / const.hbar * 1e-9
second_ratio = np.exp(-kappa * spacing_nm)


def second_atom_T(a, b, t, ratio):
    """Four sites around the gap; hops also to the second atom on each side."""
    gL, gR = surface_green(0.0, a, V), surface_green(0.0, b, V)
    h = np.diag([a, a, b, b]).astype(complex)
    for i, j, value in ((0, 1, -V), (2, 3, -V), (1, 2, -t),
                        (0, 2, -t * ratio), (1, 3, -t * ratio)):
        h[i, j] = h[j, i] = value
    h[0, 0] += V**2 * gL
    h[3, 3] += V**2 * gR
    G = np.linalg.inv(-h)
    GamL, GamR = 2 * np.pi * V**2 * density(gL), 2 * np.pi * V**2 * density(gR)
    T = GamL * GamR * abs(G[3, 0])**2
    assert abs(abs(1 - 1j * GamL * G[0, 0])**2 + T - 1) < 1e-9
    return T


def second_atom_pair(ratio):
    return (second_atom_T(eps_maj, eps_maj, t_ex, ratio)
            + second_atom_T(eps_min, eps_min, t_ex, ratio),
            second_atom_T(eps_maj, eps_min, t_ex, ratio)
            + second_atom_T(eps_min, eps_maj, t_ex, ratio))


assert np.allclose(second_atom_pair(0.0), base, rtol=1e-9)
second = second_atom_pair(second_ratio)
u_end = 0.2
shifted = spin_sums(t_ex, u=u_end)


def shifted_recursion(a, b):
    return recursion_scattering(0.0, [a, a + u_end, b + u_end, b], [-V, -t_ex, -V])[0]


assert abs(shifted[1] - shifted_recursion(eps_maj, eps_min)
           - shifted_recursion(eps_min, eps_maj)) < 1e-10

print(f"Largest |T formula - T recursion|, 300 cases: {worst:.1e}")
print(f"Current, time evolution (eV/hbar): {current_evolved:.6f}")
print(f"Current, transmission integral (eV/hbar): {current_formula:.6f}")
print(f"Resonant ends: outer bond {v_end} eV, link t {t_res} eV, chain V 1 eV")
print(f"Resonant ends: |g| = {abs(g_res):.1f} 1/eV")
print(f"Resonant ends: product T0 = {T0_res:.1f}, true T = {T_res:.4f}")
print(f"Example: V = {V} eV, t = {t_ex} eV, Fermi energy 0 eV")
print(f"Levels: majority {eps_maj} eV, minority {eps_min} eV")
for name, eps, rho in (("majority", eps_maj, rho_maj), ("minority", eps_min, rho_min)):
    g = surface_green(0.0, eps, V)
    print(f"{name}: k = {np.arccos(eps / (2 * V)):.4f} rad, rho = {rho:.4f} 1/eV")
    print(f"{name}: g = {g.real:.4f} {g.imag:+.4f} i 1/eV")
print(f"Smallness t^2/V^2 = {t_ex**2 / V**2:.4f}")
print(f"Polarization P = {pol:.4f}, Julliere TMR = {julliere:.2f} %")
for name, a, b in (("maj-maj", eps_maj, eps_maj), ("min-min", eps_min, eps_min),
                   ("maj-min", eps_maj, eps_min)):
    T = transmission(0.0, a, b, V, V, t_ex)
    T0 = 4 * np.pi**2 * t_ex**2 * density(surface_green(0.0, a, V)) \
        * density(surface_green(0.0, b, V))
    print(f"{name}: T = {T:.6f}, product T0 = {T0:.6f}")
print(f"e^2/h = {quantum:.4f} uS")
print(f"G_P = {quantum * base[0]:.4f} uS, G_AP = {quantum * base[1]:.4f} uS")
print(f"Resistance P = {1 / (quantum * base[0]):.3f} Mohm")
print(f"TMR at t = {t_ex} eV: {tmr(base):.2f} %")
print("t (eV) | sum T_P | sum T_AP | product P | product AP | TMR (%)")
for t in (0.05, 0.1, 0.3, 0.6, 1.0):
    p, ap = spin_sums(t)
    p0 = 4 * np.pi**2 * t**2 * (rho_maj**2 + rho_min**2)
    ap0 = 8 * np.pi**2 * t**2 * rho_maj * rho_min
    print(f"{t:.2f} | {p:.5f} | {ap:.5f} | {p0:.5f} | {ap0:.5f} | {tmr((p, ap)):.2f}")
print("Neglected effects at t = 0.05 eV (change of G_P, TMR):")


def report(label, pair):
    print(f"{label}: {100 * (pair[0] / base[0] - 1):+.3f} %, {tmr(pair):.2f} %")


report("temperature 4.2 K", thermal_pair(4.2))
report("temperature 300 K", thermal_pair(300.0))
report("bias 10 mV", bias_pair(0.01))
report("bias 100 mV", bias_pair(0.1))
print(f"Work function {work_function} eV: decay kappa = {kappa:.3f} 1/nm")
print(f"T factor for 0.1 nm wider gap: {np.exp(-2 * kappa * 0.1):.4f}")
print(f"Second-atom hop ratio at {spacing_nm} nm: {second_ratio:.4f}")
report("second-atom hops", second)
report(f"end level shift {u_end} eV", shifted)
V_s = 2.0
for t_s in (t_ex, 2 * t_ex):
    extra = 2 * transmission(0.0, 0.0, 0.0, V_s, V_s, t_s)
    report(f"s channel, V {V_s} eV, t {t_s:.2f} eV", (base[0] + extra, base[1] + extra))
print("PASS")
```

Output:

```
Largest |T formula - T recursion|, 300 cases: 1.1e-15
Current, time evolution (eV/hbar): 0.054056
Current, transmission integral (eV/hbar): 0.054056
Resonant ends: outer bond 0.1 eV, link t 0.1 eV, chain V 1 eV
Resonant ends: |g| = 100.0 1/eV
Resonant ends: product T0 = 400.0, true T = 0.0392
Example: V = 1.0 eV, t = 0.05 eV, Fermi energy 0 eV
Levels: majority -1.8 eV, minority 0.2 eV
majority: k = 2.6906 rad, rho = 0.1387 1/eV
majority: g = 0.9000 -0.4359 i 1/eV
minority: k = 1.4706 rad, rho = 0.3167 1/eV
minority: g = -0.1000 -0.9950 i 1/eV
Smallness t^2/V^2 = 0.0025
Polarization P = -0.3907, Julliere TMR = 36.04 %
maj-maj: T = 0.001906, product T0 = 0.001900
min-min: T = 0.009852, product T0 = 0.009900
maj-min: T = 0.004326, product T0 = 0.004337
e^2/h = 38.7405 uS
G_P = 0.4555 uS, G_AP = 0.3352 uS
Resistance P = 2.195 Mohm
TMR at t = 0.05 eV: 35.90 %
t (eV) | sum T_P | sum T_AP | product P | product AP | TMR (%)
0.05 | 0.01176 | 0.00865 | 0.01180 | 0.00867 | 35.90
0.10 | 0.04653 | 0.03433 | 0.04720 | 0.03470 | 35.52
0.30 | 0.37718 | 0.28327 | 0.42480 | 0.31227 | 33.15
0.60 | 1.17728 | 0.82903 | 1.69920 | 1.24907 | 42.01
1.00 | 2.00000 | 1.13855 | 4.72000 | 3.46964 | 75.66
Neglected effects at t = 0.05 eV (change of G_P, TMR):
temperature 4.2 K: -0.000 %, 35.90 %
temperature 300 K: -0.093 %, 36.99 %
bias 10 mV: -0.006 %, 35.91 %
bias 100 mV: -0.618 %, 36.75 %
Work function 4.5 eV: decay kappa = 10.868 1/nm
T factor for 0.1 nm wider gap: 0.1138
Second-atom hop ratio at 0.25 nm: 0.0661
second-atom hops: -2.338 %, 65.79 %
end level shift 0.2 eV: +6.972 %, 6.95 %
s channel, V 2.0 eV, t 0.05 eV: +42.473 %, 22.76 %
s channel, V 2.0 eV, t 0.10 eV: +169.256 %, 10.88 %
PASS
```
